# Why Equal Fractional Filling Misses the Configuration Average of an Open Shell: verification in Python

```python
"""Configuration average of an open shell versus fractional filling.

Result under test: for N electrons in a shell with M = 4l+2 spin-orbitals,
  average repulsion    = N(N-1)/2 * V
  fractional repulsion = N^2 (M-1)/(2M) * V
  excess               = N(M-N)/(2M) * V = (number variance)/2 * V
where V = F0 - (2l+1)/(4l+1) * sum_{k>0} (l k l;000)^2 Fk is the mean
interaction of a pair and Fk are Slater integrals. W = J - K is the matrix
of direct minus exchange integrals. Hartree atomic units are used.
"""
from math import factorial, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
X_NODES, X_WEIGHTS = np.polynomial.legendre.leggauss(24)


def theta(l, m):
    """Normalized polar part of a spherical harmonic on the nodes."""
    a = abs(m)
    norm = sqrt((2*l + 1)/2*factorial(l - a)/factorial(l + a))
    sign = (-1)**a if m < 0 else 1
    return sign*norm*lpmv(a, l, X_NODES)


def gaunt(k, l1, m1, l2, m2):
    """Angular coefficient c^k(l1 m1, l2 m2) by quadrature."""
    if abs(m1 - m2) > k:
        return 0.0
    product = theta(k, m1 - m2)*theta(l1, m1)*theta(l2, m2)
    return sqrt(2/(2*k + 1))*np.dot(X_WEIGHTS, product)


def spin_orbitals(l):
    return [(m, s) for s in (0, 1) for m in range(-l, l + 1)]


def pair_matrix(l, slater):
    """J - K for all spin-orbital pairs of one shell."""
    orbs = spin_orbitals(l)
    w = np.zeros((len(orbs), len(orbs)))
    for i, (mi, si) in enumerate(orbs):
        for j, (mj, sj) in enumerate(orbs):
            for k, f in slater.items():
                w[i, j] += f*gaunt(k, l, mi, l, mi)*gaunt(k, l, mj, l, mj)
                if si == sj:
                    w[i, j] -= f*gaunt(k, l, mi, l, mj)**2
    return w


def mean_pair(l, slater):
    """Derived Slater-integral formula for V."""
    s = sum(float(wigner_3j(l, k, l, 0, 0, 0)**2)*f
            for k, f in slater.items() if k > 0)
    return slater[0] - (2*l + 1)/(4*l + 1)*s


def occupations(m):
    return ((np.arange(2**m)[:, None] >> np.arange(m)) & 1).astype(float)


# Enumerate every determinant of s, p, d and f shells.
for l in range(4):
    M = 4*l + 2
    slater = {k: 1/(1 + 0.7*k) for k in range(0, 2*l + 1, 2)}
    W, V = pair_matrix(l, slater), mean_pair(l, slater)
    occ = occupations(M)
    repulsion = 0.5*np.sum((occ @ W)*occ, axis=1)
    count = occ.sum(axis=1)
    assert np.allclose(np.diag(W), 0, atol=1e-12)
    assert np.allclose(W.sum(axis=1), (M - 1)*V, atol=1e-10)
    for N in range(M + 1):
        average = repulsion[count == N].mean()
        n = np.full(M, N/M)
        fractional = 0.5*n @ W @ n
        assert abs(average - N*(N - 1)/2*V) < 1e-9
        assert abs(fractional - N**2*(M - 1)/(2*M)*V) < 1e-9
        assert abs(fractional - average - N*(M - N)/(2*M)*V) < 1e-9
        if 0 < N:
            repair = M*(N - 1)/(N*(M - 1))
            assert abs(repair*fractional - average) < 1e-9

# Pairs between different open shells, s^1 p^2, are counted correctly.
F0_sp, G1_sp = 0.8, 0.3
cross = np.array([[F0_sp - (G1_sp*gaunt(1, 0, 0, 1, m)**2 if s == t else 0)
                   for m, t in spin_orbitals(1)] for _, s in spin_orbitals(0)])
occ_s, occ_p = occupations(2), occupations(6)
occ_s = occ_s[occ_s.sum(axis=1) == 1]
occ_p = occ_p[occ_p.sum(axis=1) == 2]
cross_average = (occ_s @ cross @ occ_p.T).mean()
cross_fractional = np.full(2, 1/2) @ cross @ np.full(6, 2/6)
cross_formula = 2*(F0_sp - 0.5*float(wigner_3j(0, 1, 1, 0, 0, 0)**2)*G1_sp)
assert abs(cross_average - cross_formula) < 1e-10
assert abs(cross_fractional - cross_average) < 1e-10

# Slater integrals of a model p shell: quadrature against exact integration.
zeta = 2.0


def radial_density(r):
    return (2*zeta)**5/24*r**4*np.exp(-2*zeta*r)


nodes, weights = np.polynomial.legendre.leggauss(100)
r, wr = 10*(nodes + 1), 10*weights
t, wt = 0.5*(nodes + 1), 0.5*weights
F = {}
rs, ss = sp.symbols("r s", positive=True)
for k in (0, 2):
    inner = radial_density(r[:, None]*t[None, :]) @ (wt*t**k)
    F[k] = float(2*np.dot(wr, radial_density(r)*inner))
    c = sp.Rational(4**5, 24)
    inside = sp.integrate(ss**(k + 4)*sp.exp(-4*ss), (ss, 0, rs))
    outside = sp.expand(2*c**2*rs**(3 - k)*sp.exp(-4*rs)*inside)
    exact = sp.integrate(outside, (rs, 0, sp.oo))
    assert abs(F[k] - float(exact)) < 1e-9

# Full repulsion operator in the Fock space of the p shell.
orbs = spin_orbitals(1)
M = len(orbs)
lower = np.array([[0., 1.], [0., 0.]])
annihilate = []
for p in range(M):
    op = np.eye(1)
    for q in range(M):
        factor = np.diag([1., -1.]) if q < p else lower if q == p else np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)
H = np.zeros((2**M, 2**M))
for a, (ma, sa) in enumerate(orbs):
    for b, (mb, sb) in enumerate(orbs):
        for c, (mc, sc) in enumerate(orbs):
            for d, (md, sd) in enumerate(orbs):
                if sa != sc or sb != sd or ma + mb != mc + md:
                    continue
                v = sum(F[k]*gaunt(k, 1, ma, 1, mc)*gaunt(k, 1, md, 1, mb)
                        for k in F)
                H += 0.5*v*(annihilate[a].T @ annihilate[b].T
                            @ annihilate[d] @ annihilate[c])
n_ops = [np.diag(x.T @ x) for x in annihilate]
number = np.rint(sum(n_ops)).astype(int)
V_p = mean_pair(1, F)
table = []
for N in range(1, M + 1):
    sector = np.flatnonzero(number == N)
    levels = np.linalg.eigvalsh(H[np.ix_(sector, sector)])
    average = levels.mean()
    probability = np.ones(2**M)
    for n_op in n_ops:
        probability *= N/M*n_op + (1 - N/M)*(1 - n_op)
    mixed = probability @ np.diag(H)
    variance = probability @ number**2 - (probability @ number)**2
    pairs = probability @ (number*(number - 1)/2)
    assert abs(average - N*(N - 1)/2*V_p) < 1e-9
    assert abs(variance - N*(1 - N/M)) < 1e-10
    assert abs(pairs - N**2*(M - 1)/(2*M)) < 1e-10
    assert abs(mixed - average - variance/2*V_p) < 1e-9
    table.append((N, N*(N - 1)/2, pairs, variance, average, mixed))
    if N == 2:
        p2 = levels
        p2_average, p2_fractional = average, mixed
triplet_P, singlet_D, singlet_S = p2[0], p2[9], p2[14]
assert np.allclose(p2[:9], F[0] - F[2]/5, atol=1e-9)
assert np.allclose(p2[9:14], F[0] + F[2]/25, atol=1e-9)
assert abs(p2[14] - F[0] - 2*F[2]/5) < 1e-9
assert p2_fractional > singlet_S

# Free Li atom, 1s2 2s1, in an even-tempered s Gaussian basis.
exponents = [0.005*2.5**i for i in range(16)]
mol = gto.M(atom="Li 0 0 0", basis={"Li": [[0, [e, 1.0]] for e in exponents]},
            spin=1, verbose=0)
rohf = scf.ROHF(mol)
rohf.conv_tol = 1e-12
rohf.max_cycle = 200
E_rohf = rohf.kernel()
assert rohf.converged
S = mol.intor("int1e_ovlp")
T = mol.intor("int1e_kin")
h = T + mol.intor("int1e_nuc")
eri = mol.intor("int2e")


def coulomb(D):
    return np.einsum("pqrs,rs->pq", eri, D)


def exchange(D):
    return np.einsum("prqs,rs->pq", eri, D)


def energy(C, n1, n2):
    """HF functional; n1, n2 are (up, down) occupations of 1s and 2s."""
    core = np.outer(C[:, 0], C[:, 0])
    valence = np.outer(C[:, 1], C[:, 1])
    up, down = (n1[i]*core + n2[i]*valence for i in (0, 1))
    total = up + down
    result = np.sum(h*total) + 0.5*np.sum(coulomb(total)*total)
    return result - 0.5*sum(np.sum(exchange(x)*x) for x in (up, down))


def li_average(C):
    return 0.5*(energy(C, (1, 1), (1, 0)) + energy(C, (1, 1), (0, 1)))


def fractional_density(C):
    return 2*np.outer(C[:, 0], C[:, 0]) + np.outer(C[:, 1], C[:, 1])


def fractional_fock(D):
    return h + coulomb(D) - 0.5*exchange(D)


C0 = rohf.mo_coeff
E_av = li_average(C0)
E_frac = energy(C0, (1, 1), (0.5, 0.5))
E_cation = energy(C0, (1, 1), (0, 0))
E_anion = energy(C0, (1, 1), (1, 1))
valence = np.outer(C0[:, 1], C0[:, 1])
J_2s = np.sum(coulomb(valence)*valence)
D0 = fractional_density(C0)
virial = -(E_rohf - np.sum(T*D0))/np.sum(T*D0)
assert abs(virial - 2) < 1e-3
assert abs(E_av - E_rohf) < 1e-8
assert abs(E_frac - E_av - J_2s/4) < 1e-9
assert abs(E_frac - (E_cation + 2*E_av + E_anion)/4) < 1e-9
step = 0.01
slope = (energy(C0, (1, 1), (0.5 + step/2,)*2)
         - energy(C0, (1, 1), (0.5 - step/2,)*2))/(2*step)
removal = E_cation - E_av
fock_2s = C0[:, 1] @ fractional_fock(D0) @ C0[:, 1]
assert abs(slope - fock_2s) < 1e-8
assert abs(slope + removal - J_2s/2) < 1e-8

# Relax the orbitals in the fractional functional by damped iteration.
s_val, s_vec = np.linalg.eigh(S)
orthogonalizer = s_vec/np.sqrt(s_val)
D = D0.copy()
converged = False
for _ in range(1500):
    fock = orthogonalizer.T @ fractional_fock(D) @ orthogonalizer
    orbital_energy, U = np.linalg.eigh(fock)
    C1 = orthogonalizer @ U
    D_new = fractional_density(C1)
    if np.max(np.abs(D_new - D)) < 1e-8:
        converged = True
        break
    D = 0.7*D + 0.3*D_new
assert converged
E_frac_relaxed = energy(C1, (1, 1), (0.5, 0.5))
E_av_bad_orbitals = li_average(C1)
r2 = mol.intor("int1e_r2")
radius0, radius1 = (sqrt(C[:, 1] @ r2 @ C[:, 1]) for C in (C0, C1))
assert E_av < E_frac_relaxed < E_frac
assert E_av_bad_orbitals > E_av
assert radius1 > radius0
assert orbital_energy[1] > -removal

print("MODEL p SHELL")
print(f"exponent zeta = {zeta:.1f} bohr^-1")
print(f"F0 = {F[0]:.6f} hartree")
print(f"F2 = {F[2]:.6f} hartree")
print(f"mean pair interaction V = {V_p:.6f} hartree")
print(f"p2 level 3P (9 states) = {triplet_P:.6f} hartree")
print(f"p2 level 1D (5 states) = {singlet_D:.6f} hartree")
print(f"p2 level 1S (1 state) = {singlet_S:.6f} hartree")
print(f"p2 configuration average = {p2_average:.6f} hartree")
print(f"p2 fractional repulsion = {p2_fractional:.6f} hartree")
p2_excess = p2_fractional - p2_average
print(f"p2 excess = {p2_excess:.6f} hartree = {p2_excess*HARTREE_EV:.3f} eV")
print("N | true pairs | fractional pairs | number variance |"
      " average, fractional, excess repulsion (hartree)")
for N, true, pairs, var, av, fr in table:
    print(f"{N} | {true:.0f} | {pairs:.4f} | {var:.4f} |"
          f" {av:.6f}, {fr:.6f}, {abs(fr - av):.6f}")
print("OPEN-SHELL CROSS CHECK s1p2")
print(f"chosen F0(sp), G1(sp) = {F0_sp:.1f}, {G1_sp:.1f} hartree")
print(f"intershell average = {cross_average:.6f} hartree")
print(f"intershell fractional = {cross_fractional:.6f} hartree")
print("Li ATOM, HARTREE-FOCK, s GAUSSIAN BASIS")
print(f"number of s functions = {len(exponents)}")
print(f"smallest exponent, ratio = {exponents[0]:.3f} bohr^-2,"
      f" {exponents[1]/exponents[0]:.1f}")
print(f"virial ratio -V/T = {virial:.6f}")
print(f"configuration average energy = {E_av:.6f} hartree")
print(f"J(2s,2s) = {J_2s:.6f} hartree")
print(f"fractional energy, frozen orbitals = {E_frac:.6f} hartree")
print(f"excess, frozen orbitals = {E_frac - E_av:.6f} hartree"
      f" = {(E_frac - E_av)*HARTREE_EV:.3f} eV")
print(f"Li+ energy, frozen orbitals = {E_cation:.6f} hartree")
print(f"Li- energy, frozen orbitals = {E_anion:.6f} hartree")
print(f"frozen-orbital removal energy = {removal:.6f} hartree")
print(f"fractional 2s energy, frozen orbitals = {slope:.6f} hartree")
print(f"fractional 2s energy, relaxed = {orbital_energy[1]:.6f} hartree")
print(f"fractional energy, relaxed = {E_frac_relaxed:.6f} hartree")
print(f"excess, relaxed = {E_frac_relaxed - E_av:.6f} hartree"
      f" = {(E_frac_relaxed - E_av)*HARTREE_EV:.3f} eV")
print(f"2s rms radius, correct functional = {radius0:.4f} bohr")
print(f"2s rms radius, fractional functional = {radius1:.4f} bohr")
print(f"correct average with fractional orbitals = {E_av_bad_orbitals:.6f}"
      " hartree")
print(f"orbital error in that average = {E_av_bad_orbitals - E_av:.6f} hartree")
print("done: every assertion held")
```

Running it gives:

```
MODEL p SHELL
exponent zeta = 2.0 bohr^-1
F0 = 0.726562 hartree
F2 = 0.351562 hartree
mean pair interaction V = 0.698437 hartree
p2 level 3P (9 states) = 0.656250 hartree
p2 level 1D (5 states) = 0.740625 hartree
p2 level 1S (1 state) = 0.867187 hartree
p2 configuration average = 0.698437 hartree
p2 fractional repulsion = 1.164062 hartree
p2 excess = 0.465625 hartree = 12.670 eV
N | true pairs | fractional pairs | number variance | average, fractional, excess repulsion (hartree)
1 | 0 | 0.4167 | 0.8333 | 0.000000, 0.291016, 0.291016
2 | 1 | 1.6667 | 1.3333 | 0.698437, 1.164062, 0.465625
3 | 3 | 3.7500 | 1.5000 | 2.095312, 2.619141, 0.523828
4 | 6 | 6.6667 | 1.3333 | 4.190625, 4.656250, 0.465625
5 | 10 | 10.4167 | 0.8333 | 6.984375, 7.275391, 0.291016
6 | 15 | 15.0000 | 0.0000 | 10.476562, 10.476562, 0.000000
OPEN-SHELL CROSS CHECK s1p2
chosen F0(sp), G1(sp) = 0.8, 0.3 hartree
intershell average = 1.500000 hartree
intershell fractional = 1.500000 hartree
Li ATOM, HARTREE-FOCK, s GAUSSIAN BASIS
number of s functions = 16
smallest exponent, ratio = 0.005 bohr^-2, 2.5
virial ratio -V/T = 2.000009
configuration average energy = -7.432691 hartree
J(2s,2s) = 0.233987 hartree
fractional energy, frozen orbitals = -7.374194 hartree
excess, frozen orbitals = 0.058497 hartree = 1.592 eV
Li+ energy, frozen orbitals = -7.236371 hartree
Li- energy, frozen orbitals = -7.395024 hartree
frozen-orbital removal energy = 0.196320 hartree
fractional 2s energy, frozen orbitals = -0.079326 hartree
fractional 2s energy, relaxed = -0.091234 hartree
fractional energy, relaxed = -7.378099 hartree
excess, relaxed = 0.054592 hartree = 1.486 eV
2s rms radius, correct functional = 4.2124 bohr
2s rms radius, fractional functional = 4.9841 bohr
correct average with fractional orbitals = -7.428586 hartree
orbital error in that average = 0.004105 hartree
done: every assertion held
```
